# Tunnel-barrier noise from the Johnson limit to the Poisson limit

Two metal electrodes, L and R, are separated by a thin insulator. Each is in its own thermal equilibrium at the temperature \(T\), with chemical potentials that differ by \(\mu_L-\mu_R=eV\), where \(e>0\) and \(V\ge 0\) is held fixed. Electrons then flow on balance from L to R, and \(I\) denotes the magnitude of the average current. An electron crosses elastically, in a channel \(j\) fixed by its transverse momentum, with probability \(D_j\). Interactions during transit are neglected. The \(D_j\) are at first taken to be independent of energy, and the case of interest is \(D_j\ll 1\). The noise \(S\) is the one-sided spectral density of the current at low frequency \(f\), meaning \(hf\ll kT\).

Low-frequency noise can be found by counting electrons. Let \(Q=eN\) be the charge transferred in a time \(t\), and let \(C(\tau)\) be the symmetrized correlation function of the current fluctuations. Since \(Q\) is the time integral of the current,

\[
\mathrm{Var}\,Q=\int_0^t\!\!\int_0^t C(t_1-t_2)\,dt_1dt_2=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau .
\]

When \(t\) is much longer than the correlation time, the right side grows as \(t\int C\,d\tau\). The one-sided density at zero frequency is \(S=2\int C\,d\tau\), so

\[
S=2e^2\,\frac{d}{dt}\mathrm{Var}\,N. \tag{1}
\]

The next quantity needed is the rate at which electrons attempt to cross. In one channel of one electrode, take a length \(\ell\) with periodic boundary conditions. Wave numbers are spaced by \(2\pi/\ell\), so the states moving towards the barrier in an energy range \(dE\) number \(\ell\,dE/(2\pi\hbar v)\), where \(v\) is their speed. They arrive within the time \(\ell/v\). The arrival rate is therefore \(dE/(2\pi\hbar)=dE/h\) for each spin, and the speed has cancelled. These states can be combined into orthogonal wave packets that arrive one after another, a time \(h/dE\) apart. If \(dE\) is small enough for the Fermi occupation to be constant across it, each packet is filled independently with probability \(f_L\) or \(f_R\), where

\[
f_{L,R}(E)=\frac{1}{e^{(E-\mu_{L,R})/kT}+1}.
\]

Consider one packet from each side, reaching the barrier together. If both are empty, nothing is transferred. If L is filled and R is empty, one electron moves to the right with probability \(D\). If R is filled and L is empty, one electron moves to the left with probability \(D\). If both are filled, the two incoming states are turned by a unitary transformation into two outgoing states, one on each side. Two fermions in a two-dimensional space of states fill both of them, so each side sends out one electron and the net transfer is zero. The transferred number is thus \(+1\) with probability \(p_+\) and \(-1\) with probability \(p_-\), where

\[
p_+=D f_L(1-f_R),\qquad p_-=D f_R(1-f_L). \tag{2}
\]

The mean is \(p_+-p_-=D(f_L-f_R)\), because the products \(f_Lf_R\) cancel. The mean square is \(p_++p_-\). Subtracting the squared mean, then multiplying by the arrival rate and by two for spin, gives

\[
\frac{d}{dt}\mathrm{Var}\,N=\frac{2}{h}\sum_j\int dE\,\Big\{D_j\big[f_L(1-f_R)+f_R(1-f_L)\big]-D_j^2(f_L-f_R)^2\Big\}. \tag{3}
\]

For weak transmission the term in \(D_j^2\) is dropped. The whole counting distribution also becomes simple. One pair of packets has the generating function

\[
\langle e^{i\lambda N}\rangle=1+p_+(e^{i\lambda}-1)+p_-(e^{-i\lambda}-1).
\]

Independent pairs multiply their generating functions, so the logarithms add. To first order in \(D\) each logarithm equals \(p_+(e^{i\lambda}-1)+p_-(e^{-i\lambda}-1)\). The sum is the logarithm for the difference of two independent Poisson processes, one forward with rate \(\Gamma_+\) and one backward with rate \(\Gamma_-\).

To find these rates, use \(f/(1-f)=e^{-(E-\mu)/kT}\) for each electrode. Dividing the backward product by the forward one gives

\[
\frac{f_R(1-f_L)}{f_L(1-f_R)}=\frac{e^{-(E-\mu_R)/kT}}{e^{-(E-\mu_L)/kT}}=e^{-eV/kT}. \tag{4}
\]

The energy has dropped out. The difference of the two products is \(f_L-f_R\), so

\[
f_L(1-f_R)=\frac{f_L-f_R}{1-e^{-eV/kT}} .
\]

The functions \(f_L\) and \(f_R\) are the same step, displaced by \(eV\). The step falls from one to zero, and the band edges are taken to lie far from the Fermi levels, so \(\int(f_L-f_R)\,dE=eV\). With the conductance

\[
G=\frac{2e^2}{h}\sum_jD_j ,
\]

the two rates are

\[
\Gamma_+=\frac{G}{e^2}\,\frac{eV}{1-e^{-eV/kT}},\qquad \Gamma_-=e^{-eV/kT}\,\Gamma_+ . \tag{5}
\]

The current is \(I=e(\Gamma_+-\Gamma_-)=GV\). The variances of independent Poisson processes add even though their currents subtract, so equation (1) gives \(S=2e^2(\Gamma_++\Gamma_-)\). Hence

\[
\frac{S}{2eI}=\frac{\Gamma_++\Gamma_-}{\Gamma_+-\Gamma_-}=\frac{1+e^{-eV/kT}}{1-e^{-eV/kT}},
\]

and, after multiplying above and below by \(e^{eV/2kT}\),

\[
\boxed{S=2eI\coth\frac{eV}{2kT}=2eGV\coth\frac{eV}{2kT}} \tag{6}
\]

Define \(x=eV/2kT\), so that \(S=4kTG\,x\coth x\). For small \(x\), \(x\coth x=1+x^2/3+\dots\), and

\[
S\simeq4kTG+\frac{G(eV)^2}{3kT}. \tag{7}
\]

The first term is Johnson noise. It comes from forward and backward transfers that are equally frequent: their mean effects cancel, but their variances do not. The first correction is quadratic in the bias. For large \(x\), \(\coth x\simeq1+2e^{-2x}\), so

\[
S\simeq2eI\left(1+2e^{-eV/kT}\right). \tag{8}
\]

Backward transfers have then become rare, and a single Poisson process remains. The two limiting forms, \(4kTG\) and \(2eGV\), are equal at \(eV=2kT\). There the noise is \(\coth1=1.313\) times either of them, whereas their sum would be twice either. Johnson and shot noise are therefore not separate sources to be added; both limits belong to the same pair of processes.

The price of dropping \(D_j^2\) follows from equation (3). Expanding the products confirms the identity

\[
(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R).
\]

The first two terms integrate to \(eV\coth x\), as found above. For each of the last two, \(f(1-f)=-kT\,df/dE\) integrates to \(kT\). Therefore \(\int(f_L-f_R)^2dE=eV\coth x-2kT\), and for one common value of \(D\)

\[
S=2G\big[(1-D)\,eV\coth x+2kT\,D\big]. \tag{9}
\]

At zero bias this is \(4kTG\) for any \(D\), while at large bias it approaches \(2eI(1-D)+4kTGD\), in which the first term dominates once \(eV(1-D)\gg2kTD\). Full Poisson noise thus needs weak transmission, but Johnson noise does not. For many channels, the noise relative to equation (6) is

\[
\frac{S}{2eI\coth x}=1-\bar D\left(1-\frac{\tanh x}{x}\right),\qquad \bar D=\frac{\sum_jD_j^2}{\sum_jD_j}. \tag{10}
\]

A lattice model shows the difference without using wave packets. Two chains of 260 sites, each with hopping energy \(J\), are joined by a bond of strength \(wJ\). At the band centre the amplitude \(\mathcal t\) of the transmitted wave and \(r\) of the reflected wave obey \(1-r=w\mathcal t\) and \(1+r=\mathcal t/w\), from matching at the two sites of the bond. Adding them gives \(\mathcal t=2w/(1+w^2)\) and \(D=4w^2/(1+w^2)^2\). The chains start in separate thermal states with \(kT=0.05J\) and \(eV=6kT\), and the joined system is evolved by numerical diagonalization. The growth of the mean and variance of \(N\) is taken between the times \(100\hbar/J\) and \(220\hbar/J\), before echoes return from the far ends. For \(w=0.5\), \(D=0.64\) and the ratio of variance growth to mean growth is 0.575. Equation (9) also gives 0.575, while the weak-transmission law gives 1.005. For \(w=0.05\), \(D=0.01\) and the ratio is 0.998, within one per cent of the weak law.

Energy independence plays a more limited part than weak transmission. If \(D_j(E)\) varies but stays small, equation (4) still holds at every energy, with the same factor \(e^{-eV/kT}\). Weighting both products by \(D_j(E)\) and integrating leaves \(\Gamma_-/\Gamma_+\) unchanged. The relation \(S=2eI\coth x\) survives with the actual current \(I\). What is lost is \(I=GV\), and with it the second form in equation (6).

As an example, take a TiN/HfO\(_2\)/TiN capacitor with rough typical values: thickness \(d=3.0\) nm, barrier \(\varphi=2.2\) eV above the Fermi level, tunnelling mass \(m=0.17\,m_e\), area \(A=100\ \mu\mathrm{m}^2\) and \(T=300\) K. Metal electrodes avoid the depletion layer of a silicon electrode. The decay constant is \(\kappa=\sqrt{2m\varphi}/\hbar=3.133\ \mathrm{nm}^{-1}\). A transverse wave number \(k\) raises it to \(q=\sqrt{\kappa^2+k^2}\), and the transmission is estimated as \(e^{-2qd}\), without a prefactor. Since \(k\,dk=q\,dq\), the sum over channels per unit area is

\[
\frac{1}{2\pi}\int_\kappa^\infty q\,e^{-2qd}\,dq=\frac{1}{2\pi}\left(\frac{\kappa}{2d}+\frac{1}{4d^2}\right)e^{-2\kappa d}. \tag{11}
\]

The bracket is \(0.522+0.028=0.550\ \mathrm{nm}^{-2}\), and the exponent is \(2\kappa d=18.80\). Multiplying by \(A=10^8\ \mathrm{nm}^2\) gives \(\sum_jD_j\simeq0.060\), so \(G=4.65\ \mu\mathrm{S}\), or a resistance of 215 k\(\Omega\). The missing prefactor is a factor of roughly 2 to 4 for free-electron electrodes, and the rough inputs matter more: a mass of \(0.11\,m_e\) raises \(G\) about 30 times and \(0.22\,m_e\) lowers it about 12 times. The conductance is therefore uncertain by an order of magnitude or more; further digits are kept below so that the arithmetic can be followed.

With \(kT=25.85\) meV, the Johnson noise is \(4kTG=7.70\times10^{-26}\ \mathrm{A^2/Hz}\), or 277 fA/\(\sqrt{\mathrm{Hz}}\). The limiting forms cross at \(2kT/e=51.7\) mV. At 50 mV, \(x=50/51.7=0.967\) and \(\coth x=1.338\), so \(S=1.338\times7.446\times10^{-26}=9.96\times10^{-26}\ \mathrm{A^2/Hz}\). The other rows follow in the same way, with noise in units of \(10^{-26}\ \mathrm{A^2/Hz}\).

| \(V\) (mV) | \(I\) (nA) | \(2eI\) | \(S\) | \(S/2eI\) |
|---:|---:|---:|---:|---:|
| 0 | 0 | 0 | 7.70 | – |
| 10 | 46.5 | 1.49 | 7.80 | 5.23 |
| 25 | 116 | 3.72 | 8.29 | 2.23 |
| 50 | 232 | 7.45 | 9.96 | 1.34 |
| 100 | 465 | 14.89 | 15.53 | 1.04 |
| 200 | 930 | 29.78 | 29.81 | 1.001 |

At 10 mV the noise has risen by about one per cent, although \(2eI\) is already a fifth of the Johnson value. The noise comes within one per cent of \(2eI\) when \(\coth x=1.01\). This means \(e^{2x}=2.01/0.01=201\), or \(V=(kT/e)\ln201=137\) mV. At an operating temperature of 358 K the crossing moves from 51.7 to 61.7 mV.

Transmission through this barrier does depend on energy. Near the Fermi level it grows as \(e^{cE}\) with \(c\simeq\kappa d/\varphi=4.3\ \mathrm{eV}^{-1}\). The window \((f_L-f_R)/eV\) is symmetric about mid-bias, with mean square energy \((eV)^2/12+\pi^2(kT)^2/3\). The linear term averages to zero, and the second-order term raises the current by

\[
\frac{c^2}{2}\left[\frac{(eV)^2}{12}+\frac{\pi^2(kT)^2}{3}\right],
\]

which is about 5% at 200 mV. Numerical integration over energy and transverse momentum, with the barrier tilted by the bias, also gives 5%. Both figures assume \(\kappa^2\propto\varphi\); a two-band form \(\kappa^2\propto\varphi(1-\varphi/E_g)\) with a gap \(E_g=5.7\) eV and the same \(\kappa\) gives about 2%. The noise rises by the same factor, and \(S/2eI\) keeps its value of 1.001.

Several other omissions are small or affect mainly \(G\). Equation (10) gives a relative noise error of about \(2\times10^{-9}\) at 200 mV. An electron at the midplane has image charges of alternating sign at distances \(nd\) on both sides, with \(n=1,2,\dots\) Because these charges are induced, the energy is half the interaction with them. The two sides together then give the sum \(1-\tfrac12+\tfrac13-\dots=\ln2\), and the energy is lowered by \(e^2\ln2/(4\pi\epsilon_0\epsilon_\infty d)=0.083\) eV for a rough optical constant \(\epsilon_\infty=4\). Lowering the whole barrier by this amount multiplies \(G\) by 1.4. This is a lower estimate, because the image lowering is smallest at the midplane and grows towards the electrodes; the full image potential can raise \(G\) several times. The field at 200 mV is 0.67 MV/cm, against a rough breakdown field of 5 MV/cm. With a static dielectric constant of 20 the capacitance is \(C=5.9\) pF. The thermal voltage fluctuation \(\sqrt{kT/C}=26\ \mu\)V is then far below \(kT/e\), which supports treating \(V\) as fixed.

Traps are the serious exception. Suppose an electron hops into a trap at rate \(g_1\) and out at rate \(g_2\), at a bias high enough to prevent return, with the trap holding one electron at most. The time between transfers has mean \(m_\tau=1/g_1+1/g_2\) and variance \(s_\tau^2=1/g_1^2+1/g_2^2\). After \(N\) transfers the elapsed time has variance \(Ns_\tau^2\); dividing by \(m_\tau^2\) converts this into a variance of the count at fixed time. Hence

\[
\frac{S}{2eI}=\frac{s_\tau^2}{m_\tau^2}=\frac{g_1^2+g_2^2}{(g_1+g_2)^2}, \tag{12}
\]

which is \(1/2\) for equal rates: the electrons are spaced more regularly than in a Poisson process. For a trap at the midplane, with its level midway between the two Fermi levels so that return hops are rare at 200 mV, each hop covers \(d/2\). A rough attempt rate of \(10^{13}\ \mathrm{s}^{-1}\) gives \(g=10^{13}e^{-\kappa d}=8.3\times10^8\ \mathrm{s}^{-1}\) and a current \(eg/2=66\) pA. About 14 000 such traps, or \(1.4\times10^{10}\ \mathrm{cm}^{-2}\), would match the direct current of 930 nA. At an assumed density of \(10^{10}\ \mathrm{cm}^{-2}\), traps carry 42% of the total, and \(S/2eI\) at 200 mV falls to roughly \(0.58\times1.001+0.42\times0.5=0.79\). This places every trap at the midplane. The same density spread evenly through the thickness carries only 10 to 14% of the current, with a noise factor near \(3/4\), and the ratio is then about 0.97.

Other traps may switch much more slowly than these hops, for example because the surrounding atoms must rearrange. They add noise at low frequency by blocking the current near them. Let each of \(nA\) traps, at areal density \(n\), switch off an area \(d^2\) for half of the time. The relative variance of the current is \(nA\cdot\tfrac14(d^2/A)^2=nd^4/4A\). Assume that the switching times are spread evenly on a logarithmic scale, that the longest is roughly \(e^{2\kappa d}\) times the shortest, and that the frequencies of interest lie inside the corresponding band. This variance is then shared over \(\int df/f=2\kappa d\), so the relative noise is \(nd^4/(8A\kappa d\,f)\). For \(n=10^{10}\ \mathrm{cm}^{-2}\) this is \(1.1\times10^{-12}/f\), which equals the white noise at 200 mV near 3 Hz, provided that the band extends well below that frequency, which needs correlation times of about 0.5 s or longer. If the longest is only 0.05 s, the spectrum flattens near 3 Hz and stays below about 0.6 of the white noise. Inside the band the crossing frequency is proportional to \(n\) and to the square of the blocked area. The area \(d^2=9\ \mathrm{nm}^2\) is generous: a single charge at the midplane, screened by the static constant of 20 and by both electrodes, blocks about \(1.4\ \mathrm{nm}^2\) in a local WKB estimate, which would move the crossing below 0.1 Hz.

Real HfO\(_2\) films contain defects such as oxygen vacancies, and gate stacks on silicon usually have an oxide interlayer and a semiconductor electrode as well. The example's biases also lie below a typical gate voltage of roughly 1 V. Its conductance should therefore not be read as a prediction for a given device. The coth law applies to a film in which direct tunnelling dominates, at frequencies above the trap noise. For the tunnelling process itself the upper limit is \(kT/h\simeq6\) THz, but at the terminals of a capacitor it is far lower. In the example at 200 mV, a dielectric loss tangent of 0.01 adds one per cent to the noise near 0.5 MHz and doubles it near 50 MHz, and a series resistance of 10 \(\Omega\) does the same near 4 and 36 MHz, so a measurement must stay below such frequencies. Under those conditions the ratio \(S/2eI\) is much less sensitive to the barrier parameters than the current itself.

All numerical values are calculated from the stated model.
